# How the Energy Gap and Nonlocal Potentials Bound the Localization Length

**Question.** The electrons of an insulator are localized, and the insulator has an energy gap. How far can the gap alone limit the localization length, how does that limit scale, and how much does it change when the Hamiltonian contains a nonlocal potential, such as a pseudopotential projector or Fock exchange?

**Answer.**

## What is being bounded

Take $N$ electrons in a finite system with a nondegenerate ground state $|0\rangle$ of energy $E_0$, and let $X=\sum_i x_i$. The squared localization length per electron in direction $x$ is

$$\lambda^2=\frac{\langle X^2\rangle-\langle X\rangle^2}{N}.$$

It measures the quantum fluctuation of the total dipole per electron. If the gap stays finite as the sample grows, the bound derived below keeps it from growing with the size of the sample. Inserting a complete set of eigenstates between the two factors of $X$, and writing $X_{n0}=\langle n|X|0\rangle$, gives

$$\langle X^2\rangle=\sum_n|X_{n0}|^2,\qquad N\lambda^2=\sum_{n\neq0}|X_{n0}|^2, \tag{1}$$

because the term $n=0$ is $\langle X\rangle^2$. The sum includes continuum states. Only dipole-active excitations contribute, so $E_{\rm gap}$ will denote the lowest excitation energy with $X_{n0}\neq0$.

## The f-sum rule and the local bound

The gap enters through the energy-weighted version of (1). Expand the double commutator:

$$[X,[H,X]]=X(HX-XH)-(HX-XH)X=2XHX-X^2H-HX^2.$$

In the ground state, $H$ acting on $|0\rangle$ gives $E_0$, so

$$\tfrac12\langle[X,[H,X]]\rangle=\langle XHX\rangle-E_0\langle X^2\rangle=\sum_n(E_n-E_0)|X_{n0}|^2. \tag{2}$$

Suppose first that every term of $H$ except the kinetic energy is a function of the positions. Those terms, including the electron repulsion, commute with $X$. For one electron, $[p,x]=-i\hbar$ gives

$$\Big[\frac{p^2}{2m},x\Big]=\frac{p[p,x]+[p,x]p}{2m}=-\frac{i\hbar p}{m},\qquad \Big[x,-\frac{i\hbar p}{m}\Big]=-\frac{i\hbar}{m}(i\hbar)=\frac{\hbar^2}{m}.$$

Operators of different electrons commute, so the $N$ electrons contribute $N\hbar^2/m$. Half of this is the right-hand side of the f-sum rule:

$$\sum_n(E_n-E_0)|X_{n0}|^2=\frac{N\hbar^2}{2m}.$$

Every contributing term has $E_n-E_0\ge E_{\rm gap}$. Hence $E_{\rm gap}\,N\lambda^2\le N\hbar^2/2m$, or

$$\boxed{\lambda^2\le\frac{\hbar^2}{2mE_{\rm gap}}}\qquad\text{(local potentials).} \tag{3}$$

The limit on $\lambda$ falls as $E_{\rm gap}^{-1/2}$. With $\hbar^2/2m=3.81$ eV Å$^2$, it is 1.95 Å for a gap of 1 eV, 0.87 Å for 5 eV and 0.62 Å for 10 eV. These are upper limits, not estimates of $\lambda$ itself. As the gap closes the limit diverges, but this alone does not show that $\lambda$ diverges.

How close $\lambda^2$ comes to the limit depends on where the dipole strength lies. Define the mean excitation energy

$$\bar E=\frac{\sum_n(E_n-E_0)|X_{n0}|^2}{\sum_{n\ne0}|X_{n0}|^2}.$$

Then $\lambda^2=\hbar^2/(2m\bar E)$, and $\lambda^2$ is the fraction $E_{\rm gap}/\bar E$ of its limit. Equality needs all the strength at $E_{\rm gap}$, as in a harmonic oscillator.

## The correction from a nonlocal potential

Now add a one-body operator with kernel $V_{\rm nl}(\mathbf r,\mathbf r')$. Multiplication by $x$ from the right attaches $x'$ to the kernel, and from the left it attaches $x$. Thus $[V_{\rm nl},x]$ has kernel $V_{\rm nl}(\mathbf r,\mathbf r')(x'-x)$, and a second commutator multiplies by $(x-x')$:

$$[x,[V_{\rm nl},x]]\;\to\;-(x-x')^2\,V_{\rm nl}(\mathbf r,\mathbf r').$$

With the one-particle density matrix $\rho(\mathbf r',\mathbf r)$, half the expectation value per electron is

$$K=-\frac1{2N}\iint\rho(\mathbf r',\mathbf r)\,(x-x')^2\,V_{\rm nl}(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r'. \tag{4}$$

The right-hand side of the sum rule becomes $N(\hbar^2/2m+K)$. The last step is unchanged, so

$$\boxed{\lambda^2\le\frac{\hbar^2/2m+K}{E_{\rm gap}}},\qquad \lambda^2=\frac{\hbar^2/2m+K}{\bar E}. \tag{5}$$

A local potential has a kernel proportional to $\delta(\mathbf r-\mathbf r')$, which the factor $(x-x')^2$ removes. For a nonlocal one, $K$ can have either sign. If $K<0$, (3) still holds but is weaker than (5). If $K>0$, (3) is no longer guaranteed.

**A solvable case.** Take one electron in an oscillator of frequency $\omega$ with ground state $\phi$, and add $V_{\rm nl}=-S|\phi\rangle\langle\phi|$. This shifts the energy of $\phi$ by $-S$ and leaves all eigenfunctions unchanged. For $S>-\hbar\omega$, $\phi$ remains the ground state, so

$$\lambda^2=\langle x^2\rangle=\frac{\hbar}{2m\omega},\qquad E_{\rm gap}=\hbar\omega+S.$$

In (4), both $\rho$ and the projector supply $\phi(x)\phi(x')$. Since $\langle x\rangle=0$, the average of $(x-x')^2$ is $2\langle x^2\rangle$, and

$$K=\frac S2\,2\langle x^2\rangle=\frac{S\hbar}{2m\omega},\qquad
\frac{\hbar^2/2m+K}{E_{\rm gap}}=\frac{\hbar}{2m\omega}\,\frac{\hbar\omega+S}{\hbar\omega+S}=\lambda^2.$$

The corrected bound is an equality. The ratio of $\lambda^2$ to the local bound is $1+S/\hbar\omega$, which has no upper limit as $S$ grows. A nonlocal operator can therefore widen a gap without making the electron any more compact.

## Crystals of independent electrons

For a Slater determinant, $X$ creates single excitations from occupied orbitals $v$ to empty orbitals $c$, so $N\lambda^2=\sum_{vc}|x_{cv}|^2$. In a crystal, write $\psi_{nk}=e^{ikx}u_{nk}$. The product rule gives

$$x\,\psi_{vk}=-i\,\partial_k\psi_{vk}+i\,e^{ikx}\partial_ku_{vk}.$$

The first term stays in the occupied space and has no component on empty bands. The position element is therefore vertical in $k$ and equal to $i\langle u_c|\partial_ku_v\rangle$. With $H_k=e^{-ikx}He^{ikx}$, first-order perturbation theory gives, for $n\ne v$,

$$\langle u_n|\partial_ku_v\rangle=\frac{\langle u_n|\partial_kH_k|u_v\rangle}{\varepsilon_v-\varepsilon_n}.$$

For $N_b$ filled bands, $\lambda^2$ is thus the Brillouin-zone average of $\sum_{vc}|\langle u_c|\partial_ku_v\rangle|^2/N_b$, the quantum metric per band.

To obtain the sum rule, differentiate $\partial_k\varepsilon_v=\langle u_v|\partial_kH_k|u_v\rangle$ once more, with the phase chosen so that $\langle u_v|\partial_ku_v\rangle=0$:

$$\partial_k^2\varepsilon_v=\langle u_v|\partial_k^2H_k|u_v\rangle-2\sum_{n\ne v}\frac{|\langle u_n|\partial_kH_k|u_v\rangle|^2}{\varepsilon_n-\varepsilon_v}.$$

When this is summed over filled bands, each pair of occupied states appears twice with opposite denominators and cancels. What remains is

$$\sum_{vc}\frac{|\langle u_c|\partial_kH_k|u_v\rangle|^2}{\varepsilon_c-\varepsilon_v}=\frac12\sum_v\left(\langle u_v|\partial_k^2H_k|u_v\rangle-\partial_k^2\varepsilon_v\right). \tag{6}$$

The gap makes $\sum_v\varepsilon_v$ a smooth periodic function of $k$, so its second derivative averages to zero over the zone. Differentiating $e^{-ikx}He^{ikx}$ twice gives $e^{-ikx}[x,[H,x]]e^{ikx}$, so the first term averages to $N_b(\hbar^2/2m+K)$. Each term on the left of (6) is $(\varepsilon_c-\varepsilon_v)|\langle u_c|\partial_ku_v\rangle|^2$, and (5) follows with $E_{\rm gap}$ the smallest direct gap. An indirect gap is no larger, so using it gives a valid but weaker bound. The result concerns the zone average; at a single $k$ the curvature term remains.

## How large the correction is in a model crystal

From here on the units are Hartree atomic units, so $\hbar^2/2m=0.5$ hartree bohr$^2$. Consider spinless electrons filling the lowest band of a one-dimensional crystal with period $a=6$ bohr, local potential $V_0(1-\cos2\pi x/a)$ and $V_0=1$ hartree. Each cell also carries a projector

$$D\,|\beta\rangle\langle\beta|,\qquad \beta(x)=\frac{e^{-x^2/2s^2}}{\pi^{1/4}s^{1/2}},\qquad s=1\ \text{bohr}.$$

The size of $K$ can be estimated beforehand. If the Wannier function $w$ of the band resembles $\beta$ and neighbouring cells are neglected, then $\rho(x',x)\approx\beta(x')\beta(x)$. The density $\beta^2$ has variance $s^2/2$, so the average of $(x-x')^2$ is $s^2$ and

$$K\approx-\frac{D s^2}{2}. \tag{7}$$

Relative to $\hbar^2/2m$ the correction is about $-mDs^2/\hbar^2$. It is linear in $D$ as long as the projector leaves $w$ nearly unchanged. The factor $s^2$ holds only while $w$ has the same width as $\beta$. If $w$ is instead a Gaussian of the same form with width $\sigma$, then $\langle w|\beta\rangle^2=2\sigma s/(\sigma^2+s^2)$, and the product $w\beta$, scaled to unit area, has variance $\sigma^2s^2/(\sigma^2+s^2)$. Equation (4) then gives $K=-2D\sigma^3s^3/(\sigma^2+s^2)^2$. This reduces to (7) at $\sigma=s$ and grows as $s^3$ for $s\ll\sigma$. For $s\gg\sigma$ it falls as $1/s$, but only for an isolated $w$: in a crystal so wide a projector reaches the neighbouring cells, which can then no longer be neglected. When the product $w\beta$ has a single sign, an attractive projector gives $K>0$ and a repulsive one gives $K<0$. Here $w$, being orthogonal to its copies in other cells, does change sign, but only in its weak tails, and the computed $K$ below follows this rule. A projector with a node can reverse these signs. If $w$ is even and $\beta$ is odd, as for a p-type projector, then $\langle w|\beta\rangle=0$ and (4) gives $K=+D\,\langle w|x|\beta\rangle^2$, again neglecting neighbouring cells.

The numbers below come from diagonalizing $H_k$ in 31 plane waves at 40 values of $k$. The length $\lambda^2$ is the real-space variance of $w$. To see why this is the right quantity, note that $x$ acting on $w$ corresponds to $i\partial_k$ acting on $u_k$, so $\int x^2|w|^2dx$ is the zone average of $\langle\partial_ku|\partial_ku\rangle$. Inversion symmetry allows real plane-wave coefficients, for which $\langle u|\partial_ku\rangle=0$. The average then contains the metric alone.

| $D$ (hartree) | $E_{\rm gap}$ (hartree) | $K$ (hartree bohr$^2$) | $\lambda^2$ (bohr$^2$) |
|---|---|---|---|
| 0 | 0.844 | 0 | 0.566 |
| −0.6 | 1.443 | +0.312 | 0.545 |
| +0.3 | 0.544 | −0.160 | 0.587 |

Without the projector the bound is $0.5/0.8437=0.593$ bohr$^2$, and $\lambda^2$ reaches 96% of it. The mean excitation energy is 0.883 hartree, slightly above the gap, so most of the dipole weight lies near the gap. The curvature term $|\partial_k^2\varepsilon|/2$ is at most 0.036 hartree bohr$^2$, or 7% of $\hbar^2/2m$.

For $D=-0.6$ hartree the local formula gives $0.5/1.443=0.346$ bohr$^2$. The actual $\lambda^2$ exceeds this by 57%, so the local bound fails. The corrected bound is

$$\frac{0.5+0.3117}{1.4431}=0.562\ \text{bohr}^2,$$

and $\lambda^2$ is 97% of it. For $D=+0.3$ hartree the local formula gives 0.919 bohr$^2$, which is valid but loose. The corrected value is $(0.5-0.160)/0.544=0.625$ bohr$^2$, of which $\lambda^2$ is 94%.

Estimate (7) gives $K\approx+0.30$ and $-0.15$ hartree bohr$^2$, close to the computed values. The gap changes by nearly $-D$ in both cases, while $\lambda^2$ changes by less than 4%. These features depend on the choice $s=1$ bohr, for which $\beta^2$ (variance 0.5 bohr$^2$) nearly matches the Wannier density (variance 0.566 bohr$^2$ at $D=0$). The model is then close to the solvable oscillator: the projector mainly moves energies, and $K$ accounts for the change in gap that has no counterpart in the localization length.

## Fock exchange and the choice of gap

The exchange operator for one spin is $V_x(\mathbf r,\mathbf r')=-\rho_\sigma(\mathbf r,\mathbf r')\,v(\mathbf r,\mathbf r')$, with $v\ge0$ the repulsion. Inserting it in (4), spin by spin, gives

$$K=\frac1{2N}\sum_\sigma\iint|\rho_\sigma(\mathbf r,\mathbf r')|^2(x-x')^2\,v(\mathbf r,\mathbf r')\,d\mathbf r\,d\mathbf r'\ge0.$$

This $K$ belongs to the sum rule for orbital energy differences. As an example, take two parallel-spin electrons in one dimension in the well $x^4/4$, with repulsion $1/\sqrt{1+(x-x')^2}$, all in atomic units. A self-consistent Hartree–Fock calculation on a grid gives an orbital gap of 2.046 hartree and $K=0.185$ hartree bohr$^2$. The result $\lambda^2=0.331$ bohr$^2$ lies above the local bound of 0.244 bohr$^2$ and below the corrected bound of 0.335 bohr$^2$.

The interacting Hamiltonian itself contains no exchange operator. Its repulsion is local, so $K=0$ and (3) applies with the true dipole-active excitation energy. For two electrons in a spin singlet, with the same well and repulsion, exact diagonalization on a grid gives $E_{\rm gap}=1.124$ hartree and $\lambda^2=0.440$ bohr$^2$, just below the bound of 0.445 bohr$^2$.

The gap and the dipole elements must therefore come from the same problem. For an interacting insulator $E_{\rm gap}$ is the lowest dipole-active excitation energy of the interacting electrons in the sample. If dipole-active excitons lie below the energy for creating a separated electron and hole, the derivation does not permit the larger energy in its place.

## When the core is left out

Suppose now that the sums run over valence electrons only, with the core states left out. Let the full one-particle Hamiltonian be local, with $N_v$ valence electrons. For each valence orbital, the sum over all other orbitals gives $\hbar^2/2m$. Valence–valence pairs cancel, while transitions to the lower core states enter with negative energy. Moving these to the other side gives

$$\frac1{N_v}\sum_{v,c}(\varepsilon_c-\varepsilon_v)|x_{cv}|^2=\frac{\hbar^2}{2m}+C,\qquad
C=\frac1{N_v}\sum_{v,\,\rm core}(\varepsilon_v-\varepsilon_{\rm core})|x_{v,\rm core}|^2\ge0.$$

The valence-to-empty part of the squared length is thus bounded by $(\hbar^2/2m+C)/E_{\rm gap}$, where $E_{\rm gap}$ is now the smallest valence-to-empty energy. For one electron species in the well $x^4/4$, treat the lowest level as core and the next as valence. Grid diagonalization gives a gap of 1.451 hartree and $C=0.494$ hartree bohr$^2$, nearly as large as $\hbar^2/2m$. The valence-to-empty sum is 0.681 bohr$^2$, about twice the local limit of 0.345 bohr$^2$ but within the corrected limit of 0.685 bohr$^2$.

A pseudo-Hamiltonian has no core states. If it reproduced all the valence-to-empty energies and dipole elements, comparison of the two sum rules would require $K=C$. Its nonlocal potential would then carry the dipole strength of the missing core transitions.

Formula (4) assumes orthonormal orbitals. With an ultrasoft overlap operator the completeness relation behind (1) changes, so (4) cannot be applied unchanged to the pseudo-orbitals.
